\section*{The Coulson–Fischer Point of H2 as a Spin-Response Pole}

\section{Problem}

Place the nuclei of H$_2$ at $z=\pm R/2$, with one real $s$ function on each. Inversion symmetry fixes the two molecular orbitals: $g$ is even and $u$ is odd. The restricted Hartree--Fock determinant puts both electrons in $g$. Hartree atomic units are used, and

\begin{equation}
(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2,\qquad
J=(gg|uu),\quad K=(gu|gu).
\end{equation}

Let $h_g,h_u$ be the diagonal elements of the one-electron Hamiltonian $h$, let $e_g,e_u$ be the restricted orbital energies, and let $\Delta e=e_u-e_g$. Apply a static field that acts oppositely on the two spins and on the two ends of the molecule,

\begin{equation}
V=\lambda\sum_i z_i\sigma_i,\qquad \sigma_i=\pm1,
\end{equation}

and define $M=\langle\sum_i z_i\sigma_i\rangle$, $\chi=-dM/d\lambda$ at $\lambda=0$, and $w=\langle g|z|u\rangle$, with the sign of $u$ chosen so that $w>0$. The Coulson--Fischer point is the bond length beyond which an unrestricted determinant lies below the restricted one.

\begin{enumerate}
\item[(a)] Solve the coupled-perturbed Hartree--Fock equation for this field. Show that its denominator is $D=\Delta e-J-K$, and find $\chi$.
\item[(b)] Show that $D$ vanishes at the Coulson--Fischer point.
\item[(c)] Show that such a point must exist if $D>0$ at some short bond length. Locate it in the STO-3G basis and describe the response near it and at it.
\end{enumerate}

In this two-function basis the field needs a part that is odd in $z$, because only that part connects $g$ with $u$. In a larger basis an even field such as $z^2\sigma$ also responds, through other even orbitals. A uniform spin field has the matrix element $\langle g|u\rangle=0$, so it mixes nothing into $g$ and produces no linear response.

\section{Hints}

\begin{enumerate}
\item Exchanging the two spins and inverting space leaves $V$ unchanged. What does this say about the admixture of $u$ in the two spin orbitals?
\item With one electron of each spin, self-repulsion and self-exchange cancel. The energy of any unrestricted determinant then has a single two-electron term.
\item Write that energy for finite rotation angles, first for opposite angles and then for independent ones. Sums and differences of the angles are useful variables.
\item For large $R$, express all integrals through the one-centre repulsion $U$ and the two-centre repulsion $1/R$.
\end{enumerate}

\section{Solution}

\subsection*{(a) The coupled-perturbed equation}

Write the perturbed orbitals as $g+\theta_\alpha u$ and $g+\theta_\beta u$. Inversion changes the sign of $u$, so inversion combined with spin exchange sends $(\theta_\alpha,\theta_\beta)$ to $(-\theta_\beta,-\theta_\alpha)$. The response that shares the symmetry of $V$ has $\theta_\alpha=-\theta_\beta=\theta$.

To first order the $\alpha$ density changes by $2\theta gu$ and the $\beta$ density by $-2\theta gu$. The total density does not change, so there is no first-order Coulomb term. Exchange acts within one spin. The $\alpha$ density matrix acquires the elements $P_{gu}=P_{ug}=\theta$, and therefore

\begin{equation}
F^{(1)}_{gu}=\lambda w-\theta\left[(gg|uu)+(gu|gu)\right]=\lambda w-(J+K)\theta .
\end{equation}

Projecting the perturbed orbital equation on $u$ gives $e_u\theta+F^{(1)}_{gu}=e_g\theta$, or

\begin{equation}
(\Delta e-J-K)\,\theta=-\lambda w,\qquad \theta=-\frac{\lambda w}{D}.
\label{cphf}
\end{equation}

The $\alpha$ electron has $\langle z\rangle=2\theta w$ and the $\beta$ electron has $-2\theta w$. Since $\sigma=-1$ for $\beta$, the two contributions to $M$ add:

\begin{equation}
M=4w\theta,\qquad \chi=\frac{4w^2}{D}.
\label{chi}
\end{equation}

Without the induced exchange the result would be $4w^2/\Delta e$, so the coupling enhances the response by $\Delta e/D$. With one electron of each spin, exchange only cancels the repulsion of each electron with itself, so it helps to regroup the denominator as $D=(\Delta e-J+K)-2K$. The first part is the $g$--$u$ gap of an electron in the field of its undisturbed partner. The term $-2K$ is the Coulomb feedback from that partner: once the spins begin to separate, each electron is repelled toward the end that the other has left.

These $J$ and $K$ terms come from Hartree--Fock exchange. A Kohn--Sham functional with a different exchange--correlation response has a different denominator.

\subsection*{(b) The energy of unrestricted determinants}

Let $\phi_\alpha=\cos\theta_a\,g+\sin\theta_a\,u$ and $\phi_\beta=\cos\theta_b\,g+\sin\theta_b\,u$. These cover all real determinants with one electron of each spin. Their electronic energy is

\begin{equation}
E=\langle\phi_\alpha|h|\phi_\alpha\rangle+\langle\phi_\beta|h|\phi_\beta\rangle
+(\phi_\alpha\phi_\alpha|\phi_\beta\phi_\beta).
\end{equation}

Put $p=\sin^2\theta_a$ and $q=\sin^2\theta_b$, so that $\phi_\alpha^2=(1-p)g^2+pu^2+\sin2\theta_a\,gu$, and likewise for $\beta$. Integrals with an odd number of $u$ factors vanish by inversion. With $J_{gg}=(gg|gg)$ and $J_{uu}=(uu|uu)$,

\begin{align}
E={}&h_g(2-p-q)+h_u(p+q)+(1-p)(1-q)J_{gg}+pq\,J_{uu}\nonumber\\
&+[(1-p)q+p(1-q)]J+\sin2\theta_a\sin2\theta_b\,K .
\label{general}
\end{align}

\textbf{Opposite angles.} Set $\theta_a=-\theta_b=\theta$ and $x=\sin^2\theta$. Then $p=q=x$ and $\sin2\theta_a\sin2\theta_b=-4x(1-x)$. Collecting powers of $x$, with $E_{\rm RHF}=2h_g+J_{gg}$,

\begin{align}
E={}&E_{\rm RHF}+2x\left[h_u-h_g-J_{gg}+J-2K\right]+Cx^2,\label{collect}\\
C={}&J_{gg}+J_{uu}-2J+4K .\nonumber
\end{align}

The restricted orbital energies are $e_g=h_g+J_{gg}$ and $e_u=h_u+2J-K$, so $h_u-h_g=\Delta e+J_{gg}-2J+K$. Inserting this, the bracket in (\ref{collect}) becomes $\Delta e-J-K$, and

\begin{equation}
E=E_{\rm RHF}+2Dx+Cx^2 .
\label{family}
\end{equation}

The combination $J_{gg}+J_{uu}-2J$ is the Coulomb self-energy of the charge distribution $g^2-u^2$, and $K$ is that of $gu$. Both are positive, so $C>0$. For small angles $x\simeq\theta^2$, and the curvature $d^2E/d\theta^2$ at the restricted solution is $4D$. The response denominator is thus the stiffness of the determinant against separating its spins.

\textbf{Independent angles.} It remains to exclude a lower determinant outside this family. Use $p=(1-\cos2\theta_a)/2$ and $q=(1-\cos2\theta_b)/2$ in (\ref{general}). Up to a constant,

\begin{equation}
E=-L(\cos2\theta_a+\cos2\theta_b)+G\cos2\theta_a\cos2\theta_b+K\sin2\theta_a\sin2\theta_b,
\end{equation}

\begin{equation}
L=\tfrac12(h_u-h_g)+\tfrac14(J_{uu}-J_{gg}),\qquad
G=\tfrac14(J_{gg}+J_{uu}-2J).
\end{equation}

Let $X=\cos(\theta_a-\theta_b)$ and $y=\cos(\theta_a+\theta_b)$. The three trigonometric combinations are $2Xy$, $X^2+y^2-1$ and $X^2-y^2$, in that order. Hence, again up to a constant,

\begin{equation}
E=-2LXy+(G+K)X^2+(G-K)y^2 .
\label{Xy}
\end{equation}

If $K>G$, this is concave in $y$, so its minimum lies at $y=1$ or $y=-1$. The first means $\theta_b=-\theta_a$. The second gives the same orbitals apart from the sign of $\phi_\beta$. Whenever $K>G$, the global minimum over real determinants therefore belongs to the family (\ref{family}). This condition is assumed in the rest of part (b) and is checked numerically for STO-3G in part (c).

For $D\ge0$ the minimum of (\ref{family}) is at $x=0$, and no unrestricted determinant of this kind lies lower. For $D<0$ a small $x$ already lowers the energy. The Coulson--Fischer point is therefore where $D$ passes from positive to negative, and there $D=0$. By (\ref{chi}), the restricted susceptibility diverges at the same bond length.

Beyond the point the minimum is at

\begin{equation}
x=-\frac DC,\qquad E-E_{\rm RHF}=-\frac{D^2}{C}.
\end{equation}

Setting $y=1$ and $X=1-2x$ in (\ref{Xy}) and comparing the terms linear in $x$ gives $D=2(L-G-K)$, while $C=4(G+K)$. Then $C+2D=4L$, so $x<\tfrac12$ whenever $L>0$. The value $x=\tfrac12$ would be equal weights of $g$ and $u$.

\subsection*{(c) Existence, location and character}

At large $R$ the overlap vanishes and $h_u-h_g\to0$. The densities $g^2$ and $u^2$ both put half an electron on each atom, and $gu$ becomes half the difference of the two atomic densities. Thus $J_{gg}$, $J_{uu}$ and $J$ tend to $(U+1/R)/2$, and $K$ tends to $(U-1/R)/2$. From the bracket in (\ref{collect}),

\begin{equation}
D\to-2K\to\frac1R-U ,
\end{equation}

which tends to $-U<0$, so $D$ is negative at large $R$. This limiting form holds only where the overlap is negligible, and it does not locate the zero. Since $D$ is continuous in $R$, a positive value at short bond length implies a zero.

The STO-3G values are as follows, with energies in hartree, lengths in bohr and $\chi$ in bohr$^2$/hartree.

\begin{center}
\begin{tabular}{ccccccc}
$R$ & $\Delta e$ & $J$ & $K$ & $D$ & $w$ & $4w^2/D$\\
1.400 & 1.2485 & 0.6636 & 0.1813 & 0.4036 & 0.9310 & 8.59\\
2.000 & 0.8874 & 0.6132 & 0.2005 & 0.0737 & 1.1281 & 69.1\\
2.180 & 0.8068 & 0.6001 & 0.2067 & 0 & 1.1955 & diverges\\
3.000 & 0.5358 & 0.5512 & 0.2351 & $-0.2505$ & 1.5399 & $-37.9$
\end{tabular}
\end{center}

At 1.4 bohr, for example, $4w^2=3.467$. Dividing by $\Delta e$ gives 2.78, and dividing by $D$ gives 8.59, an enhancement of 3.09.

The zero lies at $R_{\rm CF}=2.180$ bohr, or 1.153 \AA. Extrapolating the onset of symmetry breaking from direct energy minimizations, which do not use $D$, gives the same length to within $10^{-4}$ bohr. On a scan from 0.8 to 6.0 bohr in steps of 0.1 bohr, $D$ changes sign once, and $K>G$ and $L>0$ hold at every point. These numbers belong to STO-3G and are not converged in the basis. In a larger basis $D$ becomes a matrix over the empty orbitals, and the point lies where its lowest eigenvalue vanishes. In aug-cc-pVTZ this happens at 2.30 bohr (1.22 \AA), and $\chi$ is 15.2 at 1.4 bohr and 78 at 2.0 bohr, while the enhancement at 1.4 bohr changes little, to 3.12.

Between 1.4 bohr and $R_{\rm CF}$ the gap $\Delta e$ falls by 0.442 hartree, while $J+K$ falls by only 0.038 hartree. The zero is reached because the orbital gap shrinks to the value of $J+K$, 0.807 hartree, and not because $J+K$ grows. The gap itself stays open.

\textbf{Just below the point.} Expanding $D$ to first order in $R$ gives

\begin{equation}
\chi\simeq\frac{4w^2}{|D'|\,(R_{\rm CF}-R)},\qquad D'=\frac{dD}{dR}=-0.387\ \text{hartree/bohr}.
\end{equation}

At 0.01 bohr below $R_{\rm CF}$ this estimate is 1477 bohr$^2$/hartree, against 1463 from (\ref{chi}), a difference of 1\% relative to the latter.

\textbf{At the point.} The divergence belongs to the linear coefficient, and the moment in a finite field stays finite. The field adds $\lambda M=2\lambda w\sin2\theta$ to (\ref{family}). With $D=0$ and small $\theta$, the energy to be minimized is $C\theta^4+4\lambda w\theta$, so

\begin{equation}
\theta^3=-\frac{\lambda w}{C}.
\end{equation}

For $\lambda=10^{-6}$ hartree/bohr and $C=0.857$ hartree this gives $|\theta|=0.0112$, and $M=4w\theta=-0.053$ bohr. Direct minimization in this field agrees.

\textbf{Beyond the point.} At 3.0 bohr the restricted solution is a saddle. The negative value $-37.9$ describes the displacement of that saddle and is not the susceptibility of a stable state. With $C=0.955$ hartree the minimum has $x=0.2505/0.955=0.262$ and lies $D^2/C=0.0657$ hartree lower. A separate unrestricted self-consistent calculation gives the same lowering.

\section{Variation 1: a field that ignores spin}

\textbf{Question.} Replace $V$ by $\lambda\sum_i z_i$. Does the response still diverge at $R_{\rm CF}$?

\textbf{Solution.} Both orbitals now rotate the same way, $\theta_\alpha=\theta_\beta=\theta$. The total density changes by $4\theta gu$, which adds a Coulomb term $4K\theta$ to $F^{(1)}_{gu}$. The exchange term is unchanged, so the denominator becomes

\begin{equation}
\Delta e-J-K+4K=\Delta e-J+3K .
\end{equation}

When $D=0$ this equals $4K=0.827$ hartree. The induced dipole is again $4w\theta$, so the polarizability along the bond is $4w^2/(4K)=5.716/0.827=6.91$ bohr$^2$/hartree, which is finite. This is a minimal-basis value; in aug-cc-pVTZ the Hartree--Fock polarizability at the same bond length is 14.0, about twice as large. The instability is confined to the spin channel, because moving both electrons together costs Coulomb energy that opposite displacements avoid.

\section{Variation 2: the correlated state in the same basis}

\textbf{Question.} Does $\chi$ diverge at $R_{\rm CF}$ when the two-electron problem is solved by full configuration interaction in this basis?

\textbf{Solution.} Write product states with the $\alpha$ orbital first. The even singlet ground state is $c_1|gg\rangle-c_2|uu\rangle$ with $c_1,c_2>0$, because the coupling $\langle gg|r_{12}^{-1}|uu\rangle=K$ is positive. Within the basis $z$ turns $g$ into $wu$ and $u$ into $wg$, so

\begin{equation}
\sum_i z_i\sigma_i\left(c_1|gg\rangle-c_2|uu\rangle\right)
=w(c_1+c_2)\left(|ug\rangle-|gu\rangle\right).
\end{equation}

The right-hand side is $\sqrt2\,w(c_1+c_2)$ times the normalized triplet state. The second-order energy is therefore $-2\lambda^2w^2(c_1+c_2)^2/(E_T-E_S)$. Since $M=dE/d\lambda$,

\begin{equation}
\chi=-\frac{d^2E}{d\lambda^2}=\frac{4w^2(c_1+c_2)^2}{E_T-E_S}.
\end{equation}

The triplet energy is $E_T=h_g+h_u+J-K$. Using the earlier expression for $h_u-h_g$, $E_T-E_{\rm RHF}=\Delta e-J$, which equals $K$ when $D=0$. The variational principle gives $E_S\le E_{\rm RHF}$, so $E_T-E_S\ge K>0$ and $\chi$ is finite.

With $c_1=0.975$, $c_2=0.223$ and $E_T-E_S=0.254$ hartree, $\chi=5.716\times1.435/0.254=32.3$ bohr$^2$/hartree. The divergence thus comes from restricting the wavefunction to a single determinant, whose curvature $4D$ vanishes at $R_{\rm CF}$, and no singlet--triplet crossing accompanies it. This value still carries the limits of STO-3G, whose single $s$ function on each atom can neither contract nor polarize. Diagonalizing the two-electron Hamiltonian in a small field confirms the STO-3G value. In aug-cc-pVTZ at the same bond length, $E_T-E_S=0.203$ hartree and $\chi=42.9$ bohr$^2$/hartree, larger but still finite.

\section*{Table of computed values}
\begin{verbatim}
H2, STO-3G; energies in hartree, lengths in bohr, chi in bohr^2/hartree
Coulson-Fischer length from D = 0: 2.17969 bohr = 1.1534 angstrom
onset from energy minimization:    2.17966 bohr
R (bohr)  de       J        K        D         w (bohr)
1.4000  1.24847  0.66356  0.18126   0.403649  0.93102
2.0000  0.88740  0.61320  0.20052   0.073681  1.12806
2.1697  0.81103  0.60077  0.20637   0.003882  1.19161
2.1797  0.80679  0.60007  0.20672   0.000000  1.19545
3.0000  0.53583  0.55123  0.23512  -0.250517  1.53991
R (bohr)  uncoupled chi  coupled chi  finite-field chi  de/D
1.4000  2.7771  8.5896  8.5896  3.093
2.0000  5.7360  69.0829  69.0829  12.044
2.1697  7.0031  1463.2054  1463.1747  208.936
dD/dR at the point: -0.38695 hartree/bohr
pole estimate of chi 0.01 bohr below: 1477.28 bohr^2/hartree
At the Coulson-Fischer point:
  uncoupled chi: 7.0854 bohr^2/hartree
  C: 0.85665 hartree;  G: 0.00744 hartree;  L: 0.21416 hartree
  charge denominator de-J+3K: 0.82688 hartree
  charge susceptibility: 6.9132 bohr^2/hartree
  triplet minus restricted energy: 0.20672 hartree
  field 1e-06 hartree/bohr: |theta| = 0.011174 rad
  cube-root law for |theta|: 0.011175 rad
  moment M in that field: -0.053429 bohr
  full CI: c1 = 0.97483, c2 = 0.22294
  full CI triplet minus ground energy: 0.25400 hartree
  full CI chi: 32.2880 bohr^2/hartree
At 3.0 bohr:
  C: 0.95461 hartree;  x = -D/C: 0.26243
  energy lowering D^2/C: 0.065743 hartree
  lowering from separate SCF: 0.065743 hartree
  restricted formula 4w^2/D: -37.8628 bohr^2/hartree
  broken-symmetry chi, formula: 5.7946 bohr^2/hartree
  broken-symmetry chi, finite field: 5.7946 bohr^2/hartree
At 20 bohr: D = -0.724606, 1/R - U = -0.724606 hartree
Scan 0.8 to 6.0 bohr: D from 0.9688 to -0.5920 hartree
\end{verbatim}
